**Avrami coverage and blocked growth of triangular islands**

For triangular islands with edge advance $r$ and nucleus density $N$, the extended coverage is $X=3\sqrt3Nr^2$, and free overlap gives the coverage $1-e^{-X}$. With simultaneous nucleation and mutual blocking, the real coverage is lower by $\kappa X^2$ at leading order, with $\kappa=1/108$ for equal twin populations and $\kappa=(\sqrt3-\pi+4\ln2/\sqrt3)/(6\pi)$ for random orientation. The program asserts the pair formula behind $\kappa$ against rasterized triangles at three relative angles, to 5 %, and the false area of two opposed islands against a front simulation, to 4 %. It also asserts that the simulated mean gap stays below 0.1 % of the area for aligned islands with a common edge speed. For twins, random orientations and a square-root law of island age, it asserts that the gap at $X=2$ exceeds both 0.1 % and three standard errors. The output shows gaps of 0.00 % for aligned islands, 0.34 % for twins and 0.55 % for random orientation at $X=2$ with simultaneous nucleation. The pair law is useful only at small $X$: at $X=1$ it already gives more than twice the simulated gap for random orientation. In the Bi₂Te₃ example, keeping the nuclei apart changes the coverage far more than orientation does.

## Numerical check

```python
"""
RESULT UNDER TEST
Triangular islands (edge advance r, area 3*sqrt(3)*r^2) nucleate at random points.
X is the extended coverage: summed free island area per unit substrate area.
The Avrami law 1-exp(-X) holds for freely overlapping islands. It also holds for
mutually blocking islands if they are convex, identically oriented and share one
edge speed at each clock time. For random or twinned (0/60 degree) orientations
it is too high; for simultaneous nucleation the gap starts as kappa*X^2 with
  kappa_twin = 1/108,
  kappa_random = (sqrt(3) - pi + 4 ln2/sqrt(3)) / (6 pi).
Blocking rule: an island fills bare area inside its free triangle, but only where
that area is connected to the island. Covered area is never taken over.
"""
import heapq
import numpy as np
from scipy import constants, integrate, ndimage

SHAPE = 3 * np.sqrt(3)            # triangle area / inradius^2
BOX = 200                         # periodic grid, pixels per side
LEVELS = np.array([0.5, 1.0, 1.5, 2.0, 3.0])   # extended coverages X
X_MAX = LEVELS[-1]
THIRD = 2 * np.pi / 3
rng = np.random.default_rng(12345)

grid_y, grid_x = [a.ravel().astype(float) for a in np.mgrid[0:BOX, 0:BOX]]
STEPS = [(a, b) for a in (-1, 0, 1) for b in (-1, 0, 1) if (a, b) != (0, 0)]
NEIGHBOURS = [tuple(((row + a) % BOX) * BOX + (col + b) % BOX for a, b in STEPS)
              for row in range(BOX) for col in range(BOX)]


def gauge_map(x, y, angle):
    """Edge advance at which a free triangle centred at (x, y) reaches each pixel."""
    dx = (grid_x - x + BOX / 2) % BOX - BOX / 2
    dy = (grid_y - y + BOX / 2) % BOX - BOX / 2
    return np.maximum.reduce([np.cos(angle + k * THIRD) * dx
                              + np.sin(angle + k * THIRD) * dy for k in range(3)])


def blocked_growth(arrivals, xs, ys, limit):
    """Cover times when islands block each other; arrivals are free arrival times."""
    infinite = float("inf")
    cover = [infinite] * (BOX * BOX)
    views = [memoryview(a) for a in arrivals]
    queued = [bytearray(BOX * BOX) for _ in arrivals]
    heap = []
    for i, (x, y) in enumerate(zip(xs, ys)):
        for row in (int(y) % BOX, (int(y) + 1) % BOX):
            for col in (int(x) % BOX, (int(x) + 1) % BOX):
                p = row * BOX + col
                queued[i][p] = 1
                heap.append((views[i][p], p, i))
    heapq.heapify(heap)
    while heap:
        time, p, i = heapq.heappop(heap)
        if time > limit:
            break
        if cover[p] != infinite:
            continue
        cover[p] = time
        view, mark = views[i], queued[i]
        for q in NEIGHBOURS[p]:
            if cover[q] == infinite and not mark[q]:
                mark[q] = 1
                reach = view[q]
                if reach < time:
                    reach = time
                if reach <= limit:
                    heapq.heappush(heap, (reach, q, i))
    return np.array(cover)


def experiment(runs, orientation, nucleation="simultaneous", spread=0.0):
    """Return free coverage and (free - blocked) coverage for each run and level."""
    free_cover, gaps = [], []
    for _ in range(runs):
        mean_count = 40 if nucleation == "simultaneous" else 120
        count = rng.poisson(mean_count)
        xs, ys = rng.uniform(0, BOX, (2, count))
        if orientation == "aligned":
            angles = np.full(count, 0.2)
        elif orientation == "twins":
            angles = 0.2 + np.pi * rng.integers(0, 2, count)
        else:
            angles = rng.uniform(0, THIRD, count)
        speeds = 1 + spread * rng.choice([-1.0, 1.0], count)
        gauges = [gauge_map(x, y, a) for x, y, a in zip(xs, ys, angles)]
        if nucleation == "simultaneous":
            limit, power = BOX * np.sqrt(X_MAX / (mean_count * SHAPE)), 2
            arrivals = [g / v for g, v in zip(gauges, speeds)]
        elif nucleation == "continuous":
            limit, power = BOX * np.sqrt(3 * X_MAX / (mean_count * SHAPE)), 3
            births = rng.uniform(0, limit, count)
            arrivals = [b + g for b, g in zip(births, gauges)]
        else:                     # continuous nucleation, advance^2 = rate * age
            limit, power = 1.0, 2
            rate = 2 * X_MAX * BOX**2 / (mean_count * SHAPE)
            births = rng.uniform(0, limit, count)
            arrivals = [b + g * g / rate for b, g in zip(births, gauges)]
        free = np.minimum.reduce(arrivals)
        real = blocked_growth(arrivals, xs, ys, limit)
        moments = limit * (LEVELS / X_MAX) ** (1 / power)
        free_now = np.array([np.mean(free <= m) for m in moments])
        real_now = np.array([np.mean(real <= m) for m in moments])
        free_cover.append(free_now)
        gaps.append(free_now - real_now)
    return np.array(free_cover), np.array(gaps)


def mean_and_error(samples):
    return samples.mean(axis=0), samples.std(axis=0, ddof=1) / np.sqrt(len(samples))


def pair_integral(gamma, pixel=1 / 40):
    """False area of A behind B at unit advance, integrated over the separation.
    A free part of A is false if no point of it has an unblocked ray from A.
    The false area jumps at one direction of separation, so the angles are
    staggered from ring to ring to keep the jump from biasing the sum."""
    corner = 0.2
    axis = np.arange(-2.05, 2.05, pixel)
    px, py = np.meshgrid(axis, axis)
    own = np.maximum.reduce([np.cos(corner + np.pi / 3 + k * THIRD) * px
                             + np.sin(corner + np.pi / 3 + k * THIRD) * py
                             for k in range(3)])
    inside = own <= 1
    own, px, py = own[inside], px[inside], py[inside]
    normals = corner + gamma + THIRD * np.arange(3)
    along = [np.cos(a) * px + np.sin(a) * py for a in normals]
    slopes = [a - own for a in along]
    n_radial, n_angular, far = 32, 30, 3.5
    golden = (np.sqrt(5) - 1) / 2
    total = 0.0
    mask = np.zeros(inside.shape, bool)
    for ring in range(n_radial):
        rho = (ring + 0.5) * far / n_radial
        stagger = (0.5 + ring * golden) % 1
        for phi in (np.arange(n_angular) + stagger) * THIRD / n_angular:
            shifts = rho * np.cos(normals - phi)
            outside = np.zeros(own.shape, bool)
            low, high = np.zeros(own.shape), np.ones(own.shape)
            for a, slope, shift in zip(along, slopes, shifts):
                outside |= a - shift > 1
                ratio = shift / np.where(slope == 0, 1e-15, slope)
                high = np.where(slope > 0, np.minimum(high, ratio), high)
                low = np.where(slope <= 0, np.maximum(low, ratio), low)
            blocked = low < high
            if not np.any(outside & blocked):
                continue
            mask[inside] = outside
            labels = ndimage.label(mask, np.ones((3, 3)))[0][inside]
            sizes = np.bincount(labels[outside])
            seen = np.bincount(labels[outside & ~blocked], minlength=len(sizes))
            # parts below four pixels are raster debris of thin wedges
            total += rho * sizes[(seen == 0) & (sizes >= 4)].sum() * pixel**2
    return 3 * total * (far / n_radial) * (THIRD / n_angular)


def pair_formula(gamma):
    c = 2 * np.cos(gamma)
    return 1.5 * (c - 1) ** 2 / (c + 1)


# Pair integrals from rasterized shapes against the closed form.
# Tolerance 5 %: finite pixels and a support edge cutting the quadrature cells.
print("PAIR OVERGROWTH (integral / r^4)")
for degrees in (0, 15, 30):
    numeric = pair_integral(np.radians(degrees))
    formula = pair_formula(np.radians(degrees))
    print(f"gamma {degrees:2d} deg: raster {numeric:.4f}, formula {formula:.4f}")
    assert abs(numeric / formula - 1) < 0.05

kappa_twin = 1 / 108
kappa_random = (np.sqrt(3) - np.pi + 4 * np.log(2) / np.sqrt(3)) / (6 * np.pi)
average = integrate.quad(pair_formula, 0, np.pi / 3)[0] / (np.pi / 3)
assert abs(average / SHAPE**2 - kappa_random) < 1e-10
assert abs(0.5 * pair_formula(0.0) / SHAPE**2 - kappa_twin) < 1e-12
print(f"kappa twins {kappa_twin:.5f}, kappa random {kappa_random:.5f}")

# Two antiparallel islands: front simulation against the spike area.
distance, advance, tilt = 20.0, 45.0, 0.1
pair_x = 100.3 + np.array([-0.5, 0.5]) * distance * np.cos(tilt)
pair_y = 100.4 + np.array([-0.5, 0.5]) * distance * np.sin(tilt)
pair_maps = [gauge_map(pair_x[0], pair_y[0], tilt + np.pi),
             gauge_map(pair_x[1], pair_y[1], tilt)]
pair_real = blocked_growth(pair_maps, pair_x, pair_y, advance)
spikes = np.sum(np.minimum(*pair_maps) <= advance) - np.sum(pair_real <= advance)
spikes_formula = 2 * (advance - distance) ** 2 / np.sqrt(3)
print(f"two islands: d = {distance:.0f} px, r = {advance:.0f} px")
print(f"two spikes: simulated {spikes} px^2, formula {spikes_formula:.1f} px^2")
assert abs(spikes / spikes_formula - 1) < 0.04      # pixel counting error

# Many islands.
free_a, gap_a = experiment(3, "aligned")
free_t, gap_t = experiment(12, "twins")
free_r, gap_r = experiment(12, "random")
free_ca, gap_ca = experiment(3, "aligned", "continuous")
free_cr, gap_cr = experiment(7, "random", "continuous")
_, gap_age = experiment(5, "aligned", "age law")
_, gap_speed = experiment(5, "aligned", spread=0.2)

avrami = 1 - np.exp(-LEVELS)
print("FREE OVERLAP COVERAGE AT X = 1")
for name, sample in (("simultaneous", np.vstack([free_a, free_t, free_r])),
                     ("continuous", np.vstack([free_ca, free_cr]))):
    mean, error = mean_and_error(sample[:, 1])
    print(f"{name}: {mean:.3f} +- {error:.3f}, Avrami {avrami[1]:.3f}")
    assert abs(mean - avrami[1]) < 5 * error

print("GAP free - blocked, in % of substrate area (+- standard error)")
print("X:                    " + "  ".join(f"{x:11.1f}" for x in LEVELS))
for name, gap in (("aligned, simult.", gap_a), ("twins, simult.", gap_t),
                  ("random, simult.", gap_r), ("aligned, contin.", gap_ca),
                  ("random, contin.", gap_cr), ("aligned, sqrt(age)", gap_age),
                  ("aligned, speed+-20%", gap_speed)):
    mean, error = mean_and_error(gap)
    print(f"{name:20s}  " + "  ".join(f"{100*m:5.2f}+-{100*e:4.2f}"
                                      for m, e in zip(mean, error)))
print("random, kappa X^2     " + "  ".join(f"{100*kappa_random*x*x:11.2f}"
                                           for x in LEVELS))
# The aligned control may differ from zero only by grid errors at meeting fronts.
assert gap_a.mean(axis=0).max() < 1e-3
assert gap_ca.mean(axis=0).max() < 1e-3
for gap in (gap_t, gap_r, gap_cr, gap_age):
    mean, error = mean_and_error(gap[:, 3])
    assert mean > 3 * error and mean > 1e-3

# Worked example: rough values for single quintuple layers of Bi2Te3.
density = 20 / constants.micro**2          # nuclei per m^2
speed = 1 * constants.nano                 # edge speed, m/s
supply = 0.6 / constants.minute            # layers per second
radius = np.sqrt(LEVELS / (SHAPE * density))
times = radius / speed
gap, gap_error = mean_and_error(gap_r)
real = avrami - gap
print("EXAMPLE Bi2Te3, random orientation, simultaneous nucleation")
print(f"density {density*constants.micro**2:.0f} /um^2, edge speed "
      f"{speed/constants.nano:.1f} nm/s, supply {supply*constants.minute:.1f} layer/min")
print("X    advance(nm)  side(nm)  time(s)  Avrami(%)  blocked(%)")
for x, r, t, a, b in zip(LEVELS, radius, times, avrami, real):
    print(f"{x:.1f}  {r/constants.nano:8.1f}  {2*np.sqrt(3)*r/constants.nano:9.1f}"
          f"  {t:8.1f}  {100*a:8.2f}  {100*b:8.2f}")
extended_apparent = -np.log(1 - real)
print(f"bare area at X=3: Avrami {100*(1-avrami[4]):.2f} %, "
      f"blocked {100*(1-real[4]):.2f} +- {100*gap_error[4]:.2f} %")
print(f"relative excess of bare area at X=3: {100*gap[4]/(1-avrami[4]):.1f} %")
print(f"apparent density at X=2: "
      f"{density*constants.micro**2*extended_apparent[3]/2:.2f} /um^2")
exponent = (np.log(extended_apparent[4] / extended_apparent[1])
            / np.log(times[4] / times[1]))
print(f"apparent Avrami exponent, X=1 to 3: {exponent:.3f} (ideal 2)")
delay = gap[4] / (2 * X_MAX * np.exp(-X_MAX) / times[4])
print(f"delay at X=3 (linear estimate): {delay:.1f} s")

# Neglected effects, for the same example.
print("NEGLECTED EFFECTS")
speed_shift = np.exp(-1) - np.exp(-(1 + 0.2**2))
print(f"speed spread +-20 %: Avrami coverage at X=1 shifts by +{100*speed_shift:.2f} %")
covered = []
for _ in range(10):
    points = []
    while len(points) < 100:               # nuclei kept half a mean spacing apart
        trial = rng.uniform(0, BOX, 2)
        if points:
            offset = (np.array(points) - trial + BOX / 2) % BOX - BOX / 2
            if np.min(np.hypot(*offset.T)) < 0.5 * BOX / 10:
                continue
        points.append(trial)
    first = np.minimum.reduce([gauge_map(x, y, rng.uniform(0, THIRD))
                               for x, y in points])
    covered.append(np.mean(first <= BOX / np.sqrt(100 * SHAPE)))
mean, error = mean_and_error(np.array(covered))
exclusion = 0.5 / np.sqrt(density) / constants.nano
print(f"depletion zones, nuclei at least {exclusion:.0f} nm apart:")
print(f"  free coverage at X=1: {100*mean:.1f} +- {100*error:.1f} %")
fine = np.linspace(0, times[-1], 20001)
curve = 1 - np.exp(-SHAPE * density * (speed * fine) ** 2)
peak = np.gradient(curve, fine).max()
print(f"peak demand of edges: {peak*constants.minute:.3f} layer/min")
print(f"supplied by X=1: {supply*times[1]:.2f} layer, used {avrami[1]:.2f} layer")
assert peak < supply
print("checks complete")
```

Running it gives:

```
PAIR OVERGROWTH (integral / r^4)
gamma  0 deg: raster 0.5016, formula 0.5000
gamma 15 deg: raster 0.4457, formula 0.4443
gamma 30 deg: raster 0.2947, formula 0.2942
kappa twins 0.00926, kappa random 0.01014
two islands: d = 20 px, r = 45 px
two spikes: simulated 721 px^2, formula 721.7 px^2
FREE OVERLAP COVERAGE AT X = 1
simultaneous: 0.633 +- 0.013, Avrami 0.632
continuous: 0.640 +- 0.016, Avrami 0.632
GAP free - blocked, in % of substrate area (+- standard error)
X:                            0.5          1.0          1.5          2.0          3.0
aligned, simult.       0.00+-0.00   0.00+-0.00   0.00+-0.00   0.00+-0.00   0.00+-0.00
twins, simult.         0.11+-0.02   0.23+-0.04   0.31+-0.05   0.34+-0.07   0.28+-0.08
random, simult.        0.20+-0.03   0.43+-0.08   0.49+-0.08   0.55+-0.09   0.45+-0.10
aligned, contin.       0.00+-0.00   0.00+-0.00   0.00+-0.00   0.00+-0.00   0.00+-0.00
random, contin.        0.16+-0.03   0.39+-0.05   0.51+-0.07   0.56+-0.09   0.41+-0.07
aligned, sqrt(age)     0.16+-0.07   0.70+-0.15   0.96+-0.15   1.24+-0.10   0.97+-0.12
aligned, speed+-20%    0.01+-0.00   0.01+-0.00   0.03+-0.02   0.03+-0.02   0.06+-0.02
random, kappa X^2            0.25         1.01         2.28         4.06         9.13
EXAMPLE Bi2Te3, random orientation, simultaneous nucleation
density 20 /um^2, edge speed 1.0 nm/s, supply 0.6 layer/min
X    advance(nm)  side(nm)  time(s)  Avrami(%)  blocked(%)
0.5      69.4      240.3      69.4     39.35     39.15
1.0      98.1      339.8      98.1     63.21     62.78
1.5     120.1      416.2     120.1     77.69     77.20
2.0     138.7      480.6     138.7     86.47     85.92
3.0     169.9      588.6     169.9     95.02     94.57
bare area at X=3: Avrami 4.98 %, blocked 5.43 +- 0.10 %
relative excess of bare area at X=3: 9.1 %
apparent density at X=2: 19.60 /um^2
apparent Avrami exponent, X=1 to 3: 1.968 (ideal 2)
delay at X=3 (linear estimate): 2.6 s
NEGLECTED EFFECTS
speed spread +-20 %: Avrami coverage at X=1 shifts by +1.44 %
depletion zones, nuclei at least 112 nm apart:
  free coverage at X=1: 73.1 +- 0.3 %
peak demand of edges: 0.525 layer/min
supplied by X=1: 0.98 layer, used 0.63 layer
checks complete
```
